\section*{Dielectric breakdown statistics with a gamma-distributed density of weak spots, part 2}

Nominally equal pieces of a dielectric, held at the same field and temperature, give failure times that bend away from a Weibull law at long times. The explanation explored here is that the density of weak spots varies between devices. Time $t$ is in hours and $\ln$ is the natural logarithm.

A weak spot is a chain of $n$ independent cells, each defective by time $t\le\tau$ with probability $(t/\tau)^\alpha$. It breaks when all $n$ are defective, and the first broken spot ends the device's life. There are $N$ spots per device on average over the population. The intensity $\Lambda$ is a device's relative spot density, constant within the device. With $\beta=n\alpha$, $\eta=\tau N^{-1/\beta}$ and $m=(t/\eta)^\beta$, the number of broken spots is Poisson with mean $\Lambda m$, so a device survives with probability $e^{-\Lambda m}$. The cell model ends at $\tau$, where $m=N$; later times refer to the continued power law.

Between devices, $\Lambda$ is assumed to have the gamma density
\begin{equation}
g(\Lambda)=\frac{a^a}{\Gamma(a)}\,\Lambda^{a-1}e^{-a\Lambda},
\qquad \Lambda>0,\quad a>0 ,
\label{gamma}
\end{equation}
with mean $1$ and variance $1/a$. The gamma integral is
\begin{equation}
\int_0^\infty\Lambda^{s-1}e^{-b\Lambda}\,d\Lambda
=b^{-s}\int_0^\infty u^{s-1}e^{-u}\,du
=\frac{\Gamma(s)}{b^s},\qquad s,b>0 .
\label{int}
\end{equation}
It gives the population survival probability
\begin{align}
S(t)&=\int_0^\infty g(\Lambda)\,e^{-\Lambda m}\,d\Lambda
=\frac{a^a}{\Gamma(a)}\int_0^\infty\Lambda^{a-1}e^{-(a+m)\Lambda}\,d\Lambda
\nonumber\\
&=\frac{a^a}{\Gamma(a)}\,\frac{\Gamma(a)}{(a+m)^a}
=\left(1+\frac{m}{a}\right)^{-a}.
\label{S}
\end{align}
The failed fraction is $F=1-S$. As $a\to\infty$, $S$ tends to the Weibull survival $e^{-m}$.

On a Weibull plot of $W=\ln(-\ln S)$ against $\ln t$, with $x=m/a$, the local slope is
\begin{equation}
\frac{dW}{d\ln t}
=\frac{1}{a\ln(1+x)}\;\frac{a}{1+x}\;\beta x
=\frac{\beta x}{(1+x)\ln(1+x)} .
\label{slope}
\end{equation}
It falls steadily from $\beta$ towards zero, so the plot is concave.

The example has $a=2$, $n=4$, $\alpha=0.75$, $\beta=3$, $N=50$, $\eta=1000$ h and $\tau=3684$ h. A simulation of 40000 devices, which drew an intensity, a number of spots and a failure time for every cell, tests the results.

Q: A falling slope looks as if the material wore out more slowly with age.

A: For $\beta>1$ no device does so in this model. The hazard, which is the failure rate among those still alive, is for a device of given intensity
\begin{equation}
h(t|\Lambda)=-\frac{d}{dt}\ln e^{-\Lambda m}=\Lambda\frac{dm}{dt}
=\Lambda\,\frac{\beta m}{t},
\end{equation}
which rises as $t^{\beta-1}$ for $\beta>1$. What changes is the composition of the survivors. By Bayes' rule their intensity has the density
\begin{align}
g(\Lambda\,|\,\text{alive})
&=\frac{g(\Lambda)\,e^{-\Lambda m}}{S}
=\frac{a^a}{\Gamma(a)}\left(\frac{a+m}{a}\right)^{a}
\Lambda^{a-1}e^{-(a+m)\Lambda}\nonumber\\
&=\frac{(a+m)^a}{\Gamma(a)}\,\Lambda^{a-1}e^{-(a+m)\Lambda}.
\end{align}
This is again a gamma density, and its mean is
\begin{equation}
\langle\Lambda\rangle_{\text{alive}}
=\frac{(a+m)^a}{\Gamma(a)}\,\frac{\Gamma(a+1)}{(a+m)^{a+1}}
=\frac{a}{a+m}.
\label{surv}
\end{equation}
Devices with many spots fail first, and those with few remain. At $m=2$ and $a=2$ the mean intensity of the survivors should be $0.5$; in the simulation of 40000 devices it was $0.502$.

Q: And this accounts for the whole effect on the failure rate?

A: Yes. Differentiating the population survival gives
\begin{equation}
h(t)=-\frac{d\ln S}{dt}=\frac{a}{1+m/a}\,\frac1a\,\frac{dm}{dt}
=\frac{\beta m}{t}\,\frac{a}{a+m},
\label{haz}
\end{equation}
which is the single-device hazard with $\Lambda$ replaced by the mean \eqref{surv}. There is a competition between wear-out, which raises $h$, and selection, which lowers it. Since $m/t$ varies as $t^{\beta-1}$,
\begin{equation}
\frac{d\ln h}{d\ln t}=\beta-1-\frac{\beta x}{1+x}.
\end{equation}
This vanishes when $(\beta-1)(1+x)=\beta x$, hence at $x=\beta-1$, or
\begin{equation}
m=a(\beta-1),\qquad \beta>1 .
\end{equation}
The derivative is positive before this point and negative after it, so it is a maximum. For $\beta\le1$ the derivative is negative at all $t>0$ and there is no peak.

In the example the peak lies at $m=2\times2=4$, or $t=1000\times4^{1/3}=1587$ h, with $h=(3\times4/1587)/(1+4/2)=2.52\times10^{-3}$ per hour. A numerical maximization of the hazard, computed from the averaged survival, found the same time. By then $S=(1+2)^{-2}=1/9$, so the decline concerns the last ninth of the population.

Q: I care about quantiles. How much do they differ from the Weibull ones?

A: Solve $1-F=(1+m/a)^{-a}$ for $m$ by taking the power $-1/a$ of both sides:
\begin{equation}
m_F=a\left[(1-F)^{-1/a}-1\right],\qquad t_F=\eta\,m_F^{1/\beta}.
\label{quant}
\end{equation}
The Weibull law has $m_F=-\ln(1-F)$ instead. For the median of the example, $m_F=2(\sqrt2-1)=0.828$ and $t_F=1000\times0.828^{1/3}=939$ h. With the same $\eta$ and $\beta$:
\begin{center}
\begin{tabular}{lrr}
$F$ & $t_F$, $a=2$ (h) & $t_F$, Weibull (h)\\
$10^{-6}$ & 10.0 & 10.0\\
0.01 & 216 & 216\\
0.1 & 476 & 472\\
0.5 & 939 & 885\\
0.9 & 1629 & 1321\\
0.99 & 2621 & 1664
\end{tabular}
\end{center}
The early agreement follows from the binomial series
\begin{equation}
F=m-\frac{a(a+1)}{2}\frac{m^2}{a^2}+\dots
=m-\left(1+\frac1a\right)\frac{m^2}{2}+\dots,
\label{early}
\end{equation}
in which $a$ enters at second order. To first order $F$ depends on the mean intensity alone.

Q: What about the mean life? With a power-law tail it might not exist.

A: It exists if $a\beta>1$. The mean life is the integral of the survival probability over time. At fixed $\Lambda$ substitute $u=\Lambda(t/\eta)^\beta$, so that $t=\eta\Lambda^{-1/\beta}u^{1/\beta}$:
\begin{equation}
\int_0^\infty e^{-\Lambda(t/\eta)^\beta}dt
=\frac{\eta\Lambda^{-1/\beta}}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}du
=\eta\,\Lambda^{-1/\beta}\,\Gamma\!\left(1+\frac1\beta\right),
\end{equation}
using $\Gamma(1/\beta)/\beta=\Gamma(1+1/\beta)$. The average of $\Lambda^{-1/\beta}$ is the gamma integral with $s=a-1/\beta$ and $b=a$:
\begin{equation}
\langle t\rangle=\eta\,a^{1/\beta}\,\Gamma\!\left(1+\frac1\beta\right)
\frac{\Gamma(a-1/\beta)}{\Gamma(a)} .
\end{equation}
It converges at small $\Lambda$ only for $a>1/\beta$. The example gives $1016$ h, against $893$ h for the Weibull law.

Q: But in your cell model a device without spots never fails. Its mean life is infinite.

A: Correct. The result belongs to the law with the power continued beyond $\tau$. The continued part contributes little here. Since $S\le(m/a)^{-a}=4(t/\eta)^{-6}$, the times beyond $\tau$ add less than $\tfrac45\eta(\tau/\eta)^{-5}=800\times3.684^{-5}\approx1.2$ h.

Q: Suppose I ignore the bend, draw a straight Weibull line through my data, and extrapolate to one failure in a million. How wrong am I?

A: Take the line through the 10\% and 90\% points. There $W=\ln(-\ln0.9)=-2.250$ and $W=\ln(-\ln0.1)=0.834$, so the slope of the line is
\begin{equation}
\frac{0.834+2.250}{\ln(1629.2/476.5)}=\frac{3.084}{1.229}=2.51 .
\end{equation}
At $F=10^{-6}$, $W=-13.816$, and the line gives
\begin{equation}
t=476.5\,\exp\left(\frac{-13.816+2.250}{2.509}\right)\text{ h}=4.7\text{ h}.
\end{equation}
The true quantile of the model is $10.0$ h, larger by a factor of $2.1$. The sign of the error is general for this law. A chord of a concave curve, extended beyond its end points, lies above the curve, so it reaches the low target value of $W$ too early. The projected life is pessimistic, as long as this law holds down to the target fraction. A plot that bends the other way would reverse the conclusion, and the bend may lie below the measured range. Suppose one device in $10^4$ carries a gross defect and fails by a Weibull law with scale $100$ h and slope $0.7$. The line through the 10\% and 90\% points still gives $4.7$ h, but the true quantile drops to $0.14$ h.

Q: My test structures are small and the chip is large. Can I scale the area?

A: Within this model, and if the chip has the same mean spot density and the same wear-out law as the test structures, yes for the earliest chip failures, as we shall see. Beyond them you must know over what distance the intensity varies. Let the chip have $R$ times the device area. If one intensity is shared by the whole chip, the mean number of broken spots is $\Lambda Rm$, and the average over $\Lambda$ gives
\begin{equation}
S_{\text{shared}}=\left(1+\frac{Rm}{a}\right)^{-a}.
\label{shared}
\end{equation}
If the $R$ parts have independent intensities, all of them must survive independently:
\begin{equation}
S_{\text{indep}}=\left(1+\frac ma\right)^{-aR}
=\left(1+\frac{Rm}{aR}\right)^{-aR}.
\label{indep}
\end{equation}
The second form shows the same law with mean $Rm$ and shape $aR$. A large chip that averages over many independent regions therefore approaches Weibull behaviour. Both rules were tested in the simulation, the first on a quarter of each device and the second on groups of four.

Q: Can data tell the two apart?

A: Yes, on the Weibull plot. In \eqref{shared} $R$ multiplies $m$, which is the same as dividing all times by $R^{1/\beta}$, so the curve moves horizontally. In \eqref{indep} $R$ multiplies $-\ln S$, so the curve moves vertically by $\ln R$. For a straight line of slope $\beta$ the two shifts coincide; for a bent curve they don't.

The early failures can't distinguish them. By \eqref{early}, both rules give $F\simeq Rm$ when $Rm\ll1$ and $Rm\ll a$. For $R=1000$ the time to $F=10^{-4}$ is $4.64$ h under either rule, whereas the medians are $93.9$ h (shared) and $88.5$ h (independent). Correlation over part of the chip is covered by neither formula.

Q: One last doubt. You let the number of spots vary. Why not the quality of the material inside them? ``Defect intensity'' could mean either.

A: The two lead to different laws. Let all devices have the same spot density, and let $\Lambda$ multiply the defect probability of each cell. A spot needs $n$ defective cells, so its probability acquires the factor $\Lambda^n$. To compare at equal mean number of broken spots, divide by
\begin{equation}
M=\langle\Lambda^n\rangle=\frac{\Gamma(a+n)}{\Gamma(a)\,a^n},
\qquad M=\frac{2\cdot3\cdot4\cdot5}{2^4}=7.5\ \text{ in the example}.
\end{equation}
The gamma law has no upper limit, so in some devices a large $\Lambda$ would push the cell probability above one. I continue the power law there as well. In the example this hardly changes the survival probability, because such devices have almost certainly failed already. It does matter for the mean count: with the cell probability capped at one, the mean is $0.945\,m$ at $m=1$ and $0.28\,m$ at $m=50$, so the means are equal only for the continued law. Then
\begin{equation}
S_{\text{cell}}=\int_0^\infty g(\Lambda)\,e^{-m\Lambda^n/M}\,d\Lambda ,
\label{cellvar}
\end{equation}
which for $n>1$ is not $(1+m/a)^{-a}$. At $m=1$ it equals $0.766$, against $0.444$ when the spot density varies.

Q: Perhaps a different value of $a$ would repair that.

A: Not at the same $\eta$ and $\beta$. The tail shows which value would be needed, and that value fails elsewhere. For large $m$ only small $\Lambda$ contributes, where $g\simeq a^a\Lambda^{a-1}/\Gamma(a)$. With $u=m\Lambda^n/M$, so that $\Lambda=(Mu/m)^{1/n}$,
\begin{align}
S_{\text{cell}}&\simeq\frac{a^a}{\Gamma(a)}\,\frac1n
\left(\frac Mm\right)^{a/n}\int_0^\infty u^{a/n-1}e^{-u}\,du\nonumber\\
&=\frac{a^a\,\Gamma(a/n)}{n\,\Gamma(a)}\left(\frac Mm\right)^{a/n}.
\end{align}
The exponent of $m$ is $-a/n=-0.5$ instead of $-a=-2$. Direct integration of the two averages gave $-0.4999$ at $m=10^{16}$ and $-2.0000$ at $m=10^{6}$. These points lie far beyond $m=N=50$, in the continued law. The tail of $S_{\text{cell}}$ is approached slowly, and at $m=50$ its local exponent is only $-0.32$. To match the tail of $S_{\text{cell}}$, the law \eqref{S} would need the shape $0.5$ in place of $2$. At $m=1$ it would then give $(1+1/0.5)^{-0.5}=0.577$, not $0.766$. With $\eta$ and $\beta$ held fixed, no single shape fits both. The same holds inside the cell model, where the shape that reproduces $S_{\text{cell}}$ is $0.119$ at $m=1$ and $0.215$ at $m=50$. If $\eta$ and $\beta$ are adjusted too, the law \eqref{S} follows $S_{\text{cell}}$ to about $0.004$ for $10^{-3}\le m\le50$, but with $a\approx0.43$ and a slope near $2.15$ in place of the true $3$.

What the law requires is that the factor multiplying $m$ be gamma-distributed. A varying density of breakdown-capable spots supplies such a factor linearly. Varying cell quality would do so if $\Lambda^n$, rather than $\Lambda$, followed the gamma distribution. A good fit to lifetimes alone therefore doesn't identify which property of the dielectric varies. The remaining values for the example are in the numerical output.

\section*{Computed results}
\begin{verbatim}
shape a = 2.0, slope beta = 3.0, eta = 1000 h
cells n = 4, alpha = 0.75, mean spots N = 50
end of power law tau = 3684.0 h
largest quadrature error in S = 5.4e-15
simulated devices = 40000
m = 0.1: S simulated 0.9082, formula 0.9070
m = 0.5: S simulated 0.6391, formula 0.6400
m = 1.0: S simulated 0.4416, formula 0.4444
m = 2.0: S simulated 0.2480, formula 0.2500
m = 8.0: S simulated 0.0412, formula 0.0400
m = 2: count variance/mean simulated 1.999, formula 2.000
m = 2: survivor mean intensity simulated 0.5019, formula 0.5000
F(eta): clustered 0.5556, Weibull 0.6321
a = 2: largest gap 0.116076, a*gap 0.2322
a = 10: largest gap 0.026194, a*gap 0.2619
a = 100: largest gap 0.002698, a*gap 0.2698
a = 1000: largest gap 0.000271, a*gap 0.2706
limit of a*gap = 0.2707
local Weibull slope at m = 0.1: 2.928
local Weibull slope at m = 1.0: 2.466
local Weibull slope at m = 10.0: 1.395
hazard peak: m = 4.0, t = 1587.4 h, h = 2.520e-03 per h
hazard peak found numerically at t = 1587.4 h
mean life: clustered 1015.7 h, Weibull 893.0 h
F = 1e-06: t clustered 10.00 h, Weibull 10.00 h
F = 0.01: t clustered 215.99 h, Weibull 215.80 h
F = 0.1: t clustered 476.49 h, Weibull 472.31 h
F = 0.5: t clustered 939.19 h, Weibull 885.00 h
F = 0.9: t clustered 1629.22 h, Weibull 1320.50 h
F = 0.99: t clustered 2620.74 h, Weibull 1663.73 h
slope of line through 10% and 90% points = 2.509
line extrapolated to F = 1e-6: 4.74 h, true 10.00 h
true/extrapolated life = 2.11
chip area ratio R = 1000
chip F = 0.0001: shared 4.642 h, independent 4.642 h
chip F = 0.5: shared 93.919 h, independent 88.505 h
fluctuating cell probability: E[intensity^n] = 7.500
S at m = 1: spot density varies 0.4444, cell probability varies 0.7659
tail exponent in m: spot density -2.0000, cell probability -0.4999
\end{verbatim}
